# The Fixed-Spin-Moment Method: Two Fermi Levels, Constraining Field and Metamagnetic Jumps: a program that tests the result

```python
# Fixed-spin-moment (FSM) method with two Fermi levels.
# Result under test: at fixed electron number the constrained energy obeys
#     dE/dM = h = (mu_up - mu_dn)/2,
# where M = n_up - n_dn, mu_s are the Fermi levels of the self-consistent
# spin Hamiltonians and h = mu_B*B is the field that would hold the moment M.
# Zeros of h(M) are stationary states; extrema of h(M) are metamagnetic jumps.
# Part 1: Stoner model, E = band energy - I*M^2/4, energies in eV per atom.
# Part 2: Hubbard ring in mean field, with relaxing density, energies in t.
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit, entr

MU_B = physical_constants['Bohr magneton in eV/T'][0]
STONER_I = 0.75            # eV
ELECTRONS = 3.0            # per atom
BACKGROUND = 0.25          # states/eV per spin
EDGE = 2.0                 # background extends from -EDGE to EDGE, eV
CENTRES = (-0.6, 0.4)      # eV, each peak holds one state per spin
WIDTH = 0.1                # standard deviation of the peaks, eV
M_MAX = 2.98               # end of the moment scan


def dos(e):
    """Density of states per spin inside the band."""
    peaks = sum(np.exp(-0.5 * ((e - c) / WIDTH) ** 2) for c in CENTRES)
    return BACKGROUND + peaks / (WIDTH * math.sqrt(2 * math.pi))


def states_below(e):
    """Integral of the density of states up to e."""
    b = min(max(e, -EDGE), EDGE)
    total = BACKGROUND * (b + EDGE)
    for c in CENTRES:
        total += 0.5 * (1 + math.erf((e - c) / (WIDTH * math.sqrt(2))))
    return total


def energy_below(e):
    """Integral of energy times density of states up to e."""
    total = 0.5 * BACKGROUND * (e * e - EDGE * EDGE)
    for c in CENTRES:
        x = (e - c) / WIDTH
        total += 0.5 * c * (1 + math.erf(x / math.sqrt(2)))
        total -= WIDTH * math.exp(-0.5 * x * x) / math.sqrt(2 * math.pi)
    return total


def band_fermi_levels(m):
    """Fermi levels of both spins measured in the unshifted band."""
    return [brentq(lambda e: states_below(e) - 0.5 * (ELECTRONS + s * m),
                   -EDGE, EDGE, xtol=1e-14) for s in (1, -1)]


def fsm_energy(m):
    e_up, e_dn = band_fermi_levels(m)
    return energy_below(e_up) + energy_below(e_dn) - STONER_I * m * m / 4


def shifted_fermi_levels(m):
    e_up, e_dn = band_fermi_levels(m)
    return e_up - STONER_I * m / 2, e_dn + STONER_I * m / 2


def fsm_field(m):
    mu_up, mu_dn = shifted_fermi_levels(m)
    return 0.5 * (mu_up - mu_dn)


def curvature(m):
    e_up, e_dn = band_fermi_levels(m)
    return 0.25 * (1 / dos(e_up) + 1 / dos(e_dn)) - STONER_I / 2


def free_step(m, field):
    """One ordinary iteration: moment in, one common Fermi level, moment out."""
    half = 0.5 * STONER_I * m + field
    mu = brentq(lambda x: states_below(x + half) + states_below(x - half)
                - ELECTRONS, -3.0, 3.0, xtol=1e-14)
    return states_below(mu + half) - states_below(mu - half)


def free_moment(field, start):
    m = start
    for _ in range(100000):
        new = free_step(m, field)
        if abs(new - m) < 1e-10:
            return new
        m = new
    raise RuntimeError('free-moment iteration did not converge')


# Closed band integrals against Gauss-Legendre quadrature of the DOS.
nodes, weights = np.polynomial.legendre.leggauss(400)
for top in (-0.55, 0.0, 0.45, 1.3):
    scale = 0.5 * (top + EDGE)
    e = -EDGE + scale * (nodes + 1)
    assert abs(scale * np.sum(weights * dos(e)) - states_below(top)) < 1e-10
    assert abs(scale * np.sum(weights * e * dos(e)) - energy_below(top)) < 1e-10

# Slope and curvature of the energy against finite differences.
step = 1e-4
slope_error = 0.0
for m in (0.15, 0.5, 1.0, 1.5, 2.0, 2.3, 2.6):
    slope = (fsm_energy(m + step) - fsm_energy(m - step)) / (2 * step)
    slope_error = max(slope_error, abs(slope - fsm_field(m)))
    bend = (fsm_field(m + step) - fsm_field(m - step)) / (2 * step)
    assert abs(bend - curvature(m)) < 1e-5
assert slope_error < 1e-7

# Scan: stationary states from h = 0, limits of metastability from E'' = 0.
grid = np.linspace(0.02, M_MAX, 297)


def roots_on_grid(function):
    v = [function(m) for m in grid]
    return [brentq(function, grid[i], grid[i + 1], xtol=1e-13)
            for i in range(len(grid) - 1) if v[i] * v[i + 1] < 0]


stationary = roots_on_grid(fsm_field)
limits = roots_on_grid(curvature)
assert len(stationary) == 2 and len(limits) == 2
m_barrier, m_meta = stationary
m_up_limit, m_down_limit = limits
h_up, h_down = fsm_field(m_up_limit), fsm_field(m_down_limit)
e_zero = fsm_energy(0.0)
e_barrier = fsm_energy(m_barrier) - e_zero
e_meta = fsm_energy(m_meta) - e_zero
assert curvature(0.0) > 0 and curvature(m_barrier) < 0 < curvature(m_meta)
assert 0 < e_meta < e_barrier

# The energy curve itself has one interior minimum, at the same moment.
energies = np.array([fsm_energy(m) for m in grid]) - e_zero
inner = [grid[i] for i in range(1, len(grid) - 1)
         if energies[i] < min(energies[i - 1], energies[i + 1])]
assert len(inner) == 1 and abs(inner[0] - m_meta) < grid[1] - grid[0]

# Ordinary iteration leaves the barrier state and finds the two minima.
m_from_below = free_moment(0.0, m_barrier - 0.02)
m_from_above = free_moment(0.0, m_barrier + 0.02)
assert abs(m_from_below) < 1e-8 and abs(m_from_above - m_meta) < 1e-8
gains = []
for m in (0.0, m_barrier, m_meta):
    gain = (free_step(m + step, 0.0) - free_step(m - step, 0.0)) / (2 * step)
    assert abs(gain - STONER_I / (2 * curvature(m) + STONER_I)) < 1e-4
    gains.append(gain)

# Susceptibility of the nonmagnetic state from a small applied field.
e_fermi = band_fermi_levels(0.0)[0]
dos_fermi = dos(e_fermi)
chi = 2 * dos_fermi / (1 - STONER_I * dos_fermi)
chi_free = free_moment(1e-4, 0.0) / 1e-4
assert abs(chi_free / chi - 1) < 1e-3


def jump_field(low, high, start):
    """Bisect the field at which the free moment changes branch."""
    for _ in range(15):
        middle = 0.5 * (low + high)
        if free_moment(middle, start) > 1.0:
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


sweep_up = jump_field(0.0, 0.4, 0.0)
sweep_down = jump_field(-0.4, 0.0, 2.6)
assert abs(sweep_up - h_up) < 5e-5 and abs(sweep_down - h_down) < 5e-5


def low_branch(field):
    return brentq(lambda m: fsm_field(m) - field, -m_up_limit, m_up_limit,
                  xtol=1e-13)


def high_branch(field):
    return brentq(lambda m: fsm_field(m) - field, m_down_limit, M_MAX,
                  xtol=1e-13)


m_after_up, m_after_down = high_branch(h_up), low_branch(h_down)
assert abs(free_moment(h_up + 1e-4, 0.0) - m_after_up) < 1e-3
assert abs(free_moment(h_down - 1e-4, 2.6) - m_after_down) < 1e-3


# Equilibrium transition: equal E - h*M on both branches.
def branch_gap(field):
    lo, hi = low_branch(field), high_branch(field)
    return fsm_energy(hi) - fsm_energy(lo) - field * (hi - lo)


h_eq = brentq(branch_gap, 0.0, 0.99 * h_up, xtol=1e-13)
m_eq_low, m_eq_high = low_branch(h_eq), high_branch(h_eq)
half_span = 0.5 * (m_eq_high - m_eq_low)
area = half_span * sum(w * (fsm_field(m_eq_low + half_span * (x + 1)) - h_eq)
                       for x, w in zip(nodes, weights))
assert abs(area) < 1e-7
assert grid[np.argmin(energies - (h_eq - 0.001) * grid)] < 1.0
assert grid[np.argmin(energies - (h_eq + 0.001) * grid)] > 2.0

# Part 2: unequal sites, local repulsion U, Fermi smearing T (units of t).
SITES, U, T, RING_N, RING_M = 6, 1.2, 0.2, 5.0, 0.8
site_energy = np.array([0.0, 0.5, -0.3, 0.2, -0.6, 0.4])
ring = np.diag(site_energy)
for i in range(SITES):
    ring[i, (i + 1) % SITES] = ring[(i + 1) % SITES, i] = -1.0


def ring_scf(moment=None, field=0.0, start=None):
    """Fix the moment with two Fermi levels, or apply a field with one."""
    n = np.full((2, SITES), RING_N / (2 * SITES)) if start is None else start
    for _ in range(5000):
        solved = [np.linalg.eigh(ring + np.diag(U * n[1 - s])) for s in (0, 1)]
        lev = [pair[0] for pair in solved]
        if moment is not None:
            mu = [brentq(lambda x: expit((x - lev[s]) / T).sum()
                         - 0.5 * (RING_N + sign * moment), -20, 20, xtol=1e-13)
                  for s, sign in ((0, 1), (1, -1))]
        else:
            common = brentq(lambda x: expit((x + field - lev[0]) / T).sum()
                            + expit((x - field - lev[1]) / T).sum() - RING_N,
                            -20, 20, xtol=1e-13)
            mu = [common + field, common - field]
        occ = [expit((mu[s] - lev[s]) / T) for s in (0, 1)]
        new = np.array([(solved[s][1] ** 2) @ occ[s] for s in (0, 1)])
        change = np.max(np.abs(new - n))
        if change < 1e-11:
            energy = sum(occ[s] @ lev[s] for s in (0, 1)) - U * (n[0] @ n[1])
            entropy = sum(np.sum(entr(f) + entr(1 - f)) for f in occ)
            return energy, energy - T * entropy, mu, new
        n = 0.5 * (n + new)
    raise RuntimeError('ring calculation did not converge')


_, _, ring_mu, ring_n = ring_scf(moment=RING_M)
ring_h = 0.5 * (ring_mu[0] - ring_mu[1])
dm = 0.002
plus = ring_scf(moment=RING_M + dm, start=ring_n)
minus = ring_scf(moment=RING_M - dm, start=ring_n)
slope_e = (plus[0] - minus[0]) / (2 * dm)
slope_f = (plus[1] - minus[1]) / (2 * dm)
assert abs(slope_f - ring_h) < 1e-5
assert abs(slope_e - ring_h) > 1e-3
site_response = ((plus[3][0] - plus[3][1]) - (minus[3][0] - minus[3][1]))
site_response /= 2 * dm
assert np.ptp(site_response) > 1e-3
field_n = ring_scf(field=ring_h)[3]
ring_m_back = np.sum(field_n[0] - field_n[1])
assert abs(ring_m_back - RING_M) < 1e-7
assert np.max(np.abs(field_n - ring_n)) < 1e-7

print(f'Stoner parameter I = {STONER_I:.2f} eV, electrons = {ELECTRONS:.0f}')
print(f'Nonmagnetic Fermi level = {e_fermi:.5f} eV')
print(f'DOS there = {dos_fermi:.4f} states/eV per spin')
print(f'I times DOS = {STONER_I * dos_fermi:.4f}')
print(f'Susceptibility dM/dh: formula = {chi:.4f} per eV')
print(f'Susceptibility dM/dh: small field = {chi_free:.4f} per eV')
print('FSM table: M (mu_B), mu_up, mu_dn, E(M)-E(0), h (all eV)')
for m in (0.0, 0.5, 1.0, 1.5, 2.0, 2.5):
    a, b = shifted_fermi_levels(m)
    print(f'{m:.1f} {a:9.5f} {b:9.5f} {fsm_energy(m) - e_zero:9.5f}'
          f' {fsm_field(m):9.5f}')
e_up1, e_dn1 = band_fermi_levels(1.0)
slope1 = (fsm_energy(1 + step) - fsm_energy(1 - step)) / (2 * step)
print(f'M=1: unshifted levels e_up = {e_up1:.5f}, e_dn = {e_dn1:.5f} eV')
print(f'M=1: finite-difference dE/dM = {slope1:.5f} eV')
print(f'Largest |dE/dM - h| at 7 moments = {slope_error:.1e} eV')
print(f'Barrier state: M = {m_barrier:.4f} mu_B, E = {e_barrier:.5f} eV')
print(f'Metastable state: M = {m_meta:.4f} mu_B, E = {e_meta:.5f} eV')
print(f'Barrier seen from metastable state = {e_barrier - e_meta:.5f} eV')
for name, m, gain in zip(('nonmagnetic', 'barrier', 'metastable'),
                         (0.0, m_barrier, m_meta), gains):
    print(f"{name}: E'' = {curvature(m):.4f} eV, iteration gain = {gain:.4f}")
print(f'Free iteration from below barrier: M = {abs(m_from_below):.4f} mu_B')
print(f'Free iteration from above barrier: M = {m_from_above:.4f} mu_B')
print(f'Upward jump: h = {h_up:.5f} eV, B = {h_up / MU_B:.0f} T')
print(f'  M from {m_up_limit:.4f} to {m_after_up:.4f} mu_B')
print(f'  jump field from free-moment sweep = {sweep_up:.5f} eV')
print(f'Downward jump: h = {h_down:.5f} eV, B = {h_down / MU_B:.0f} T')
print(f'  M from {m_down_limit:.4f} to {m_after_down:.4f} mu_B')
print(f'  jump field from free-moment sweep = {sweep_down:.5f} eV')
print(f'Equilibrium jump: h = {h_eq:.5f} eV, B = {h_eq / MU_B:.0f} T')
print(f'  M from {m_eq_low:.4f} to {m_eq_high:.4f} mu_B')
print(f'  net area between h(M) and h = {abs(area):.1e} eV')
print(f'Ring: {SITES} sites, U = {U} t, T = {T} t, N = {RING_N:.0f}')
print('Ring site energies (t):', ' '.join(f'{x:.1f}' for x in site_energy))
print(f'Ring: imposed M = {RING_M:.1f} mu_B')
print(f'Ring: mu_up = {ring_mu[0]:.6f} t, mu_dn = {ring_mu[1]:.6f} t')
print(f'Ring: h = {ring_h:.6f} t')
print(f'Ring: dF/dM = {slope_f:.6f} t, dE/dM = {slope_e:.6f} t')
print(f'Ring: site share of dM, min = {site_response.min():.4f},'
      f' max = {site_response.max():.4f}')
print(f'Ring: M from field h and one Fermi level = {ring_m_back:.6f} mu_B')
print('OK')
```

Printed output:

```
Stoner parameter I = 0.75 eV, electrons = 3
Nonmagnetic Fermi level = -0.00013 eV
DOS there = 0.2513 states/eV per spin
I times DOS = 0.1885
Susceptibility dM/dh: formula = 0.6194 per eV
Susceptibility dM/dh: small field = 0.6194 per eV
FSM table: M (mu_B), mu_up, mu_dn, E(M)-E(0), h (all eV)
0.0  -0.00013  -0.00013   0.00000   0.00000
0.5   0.11846  -0.29908   0.09423   0.20877
1.0   0.00120  -0.18889   0.17158   0.09505
1.5  -0.12639  -0.06130   0.18720  -0.03255
2.0  -0.23658   0.05596   0.14111  -0.14627
2.5   0.06250  -0.06263   0.07813   0.06256
M=1: unshifted levels e_up = 0.37620, e_dn = -0.56389 eV
M=1: finite-difference dE/dM = 0.09505 eV
Largest |dE/dM - h| at 7 moments = 1.4e-08 eV
Barrier state: M = 1.3718 mu_B, E = 0.18929 eV
Metastable state: M = 2.4608 mu_B, E = 0.07691 eV
Barrier seen from metastable state = 0.11239 eV
nonmagnetic: E'' = 1.6144 eV, iteration gain = 0.1885
barrier: E'' = -0.2557 eV, iteration gain = 3.1432
metastable: E'' = 1.5476 eV, iteration gain = 0.1950
Free iteration from below barrier: M = 0.0000 mu_B
Free iteration from above barrier: M = 2.4608 mu_B
Upward jump: h = 0.23294 eV, B = 4024 T
  M from 0.2885 to 2.6049 mu_B
  jump field from free-moment sweep = 0.23294 eV
Downward jump: h = -0.17044 eV, B = -2945 T
  M from 2.2115 to -0.1249 mu_B
  jump field from free-moment sweep = -0.17044 eV
Equilibrium jump: h = 0.03125 eV, B = 540 T
  M from 0.0194 to 2.4806 mu_B
  net area between h(M) and h = 2.8e-16 eV
Ring: 6 sites, U = 1.2 t, T = 0.2 t, N = 5
Ring site energies (t): 0.0 0.5 -0.3 0.2 -0.6 0.4
Ring: imposed M = 0.8 mu_B
Ring: mu_up = 0.015784 t, mu_dn = -0.358580 t
Ring: h = 0.187182 t
Ring: dF/dM = 0.187183 t, dE/dM = -0.068719 t
Ring: site share of dM, min = 0.1108, max = 0.2776
Ring: M from field h and one Fermi level = 0.800000 mu_B
OK
```
